# Why unequal bits switch ever more slowly without any bit ageing

## 1. What symmetry and dimensions allow

Consider one magnetic bit, prepared in a known state and held at fixed temperature and field. Let $T$ be the time of its first switch. If the bit does not age, having waited a time $t$ changes nothing about its future:

$$P(T>t+u\mid T>t)=P(T>u).$$

This is a symmetry under shifts of the time origin. Written as $P(T>t+u)=P(T>t)\,P(T>u)$, it turns sums of times into products of probabilities. The decreasing solution is $P(T>t)=e^{-\Gamma t}$, with a constant $\Gamma$ of dimension 1/time. The switching rate of a bit that has survived to $t$ is then

$$-\frac{d}{dt}\ln P(T>t)=\Gamma ,$$

the same at every $t$.

Now take many bits. If all have the same $\Gamma$, the rate per surviving bit has to be $\Gamma$ too, since $\Gamma$ is the only rate available and no bit's rate depends on $t$. A population can do something else only if it contains several rates. Every bit still obeys the shift symmetry, but the composition of the surviving group need not. The answer must therefore be an average of the fixed rates, with weights that change in time.

Exponentially distributed switching times therefore do not by themselves give a falling rate; the bits must have unequal rates. The rate meant here is the rate per surviving bit. The rate per original bit falls even for identical bits, simply because fewer are left.

## 2. The contribution of selection

Assume that bit $i$ has a rate $\Gamma_i$ independent of time and of the other bits, and that only its first switch counts. Angle brackets denote an average over all original bits. The expected surviving fraction is

$$S(t)=\langle e^{-\Gamma t}\rangle .$$

A finite sample scatters about this value. Define $M_n(t)=\langle\Gamma^n e^{-\Gamma t}\rangle$, so that $S=M_0$. Each time derivative brings down a factor $-\Gamma$, hence $M_n'=-M_{n+1}$. The rate per survivor is

$$h(t)=-\frac{S'}{S}=\frac{M_1}{M_0}=\frac{\langle\Gamma e^{-\Gamma t}\rangle}{\langle e^{-\Gamma t}\rangle}.$$

The factor $e^{-\Gamma t}/S(t)$ is the weight of rate $\Gamma$ among the survivors, relative to its weight at the start. So $h(t)$ is the mean rate of the bits still unswitched. The quotient rule gives its slope:

$$h'=\frac{M_1'M_0-M_1M_0'}{M_0^2}
=\frac{-M_2M_0+M_1^2}{M_0^2}
=-\left[\frac{M_2}{M_0}-\left(\frac{M_1}{M_0}\right)^2\right].$$

The bracket is the mean square minus the squared mean of the survivors' rates, which is their variance:

$$\boxed{\,h'(t)=-\mathrm{Var}_t(\Gamma)\le 0\,}$$

Equality requires equal rates. For $t>0$ all these averages are finite, because the exponential suppresses large $\Gamma$; at $t=0$ the mean and variance of $\Gamma$ must themselves be finite.

The same formula describes one bit drawn at random whose rate is unknown. Its survival is evidence that its rate is low, so the estimate of its rate falls while the rate itself stays put.

**Two classes.** Let half the bits have rate $10^{-3}\ \mathrm{s^{-1}}$ and half $10^{-5}\ \mathrm{s^{-1}}$. At the start $h=5.05\times10^{-4}\ \mathrm{s^{-1}}$. After 3000 s the fast class has been reduced by $e^{-3}$ and the slow class by $e^{-0.03}$, so the fast share of the survivors is

$$\frac{e^{-3}}{e^{-3}+e^{-0.03}}=0.0488 .$$

The rate per survivor is then $0.0488\times10^{-3}+0.9512\times10^{-5}\approx5.8\times10^{-5}\ \mathrm{s^{-1}}$. It has dropped almost ninefold with both rates untouched. As the fast share vanishes, $h$ levels off at the slow rate.

**Long times in general.** Suppose a fraction $p>0$ of the bits has $\Gamma<\epsilon$. Then $S\ge p\,e^{-\epsilon t}$. Rates below $2\epsilon$ contribute at most $2\epsilon$ to $h$. For rates above $2\epsilon$ and $t>1/(2\epsilon)$, the function $\Gamma e^{-\Gamma t}$ decreases with $\Gamma$ and is at most $2\epsilon e^{-2\epsilon t}$. Therefore

$$h(t)\le 2\epsilon+\frac{2\epsilon}{p}\,e^{-\epsilon t}.$$

If arbitrarily small rates occur in the population, $\epsilon$ can be chosen as small as desired, and $h$ tends to zero.

## 3. The contribution of the barrier spread

For thermally activated reversal over a barrier $E$, take

$$\Gamma=f_0\,e^{-E/kT},$$

with $E$ normally distributed, mean $E_m$ and standard deviation $\sigma$. Write $E=E_m+\sigma z$, $s=\sigma/kT$ and $\Gamma_m=f_0e^{-E_m/kT}$. The initial rate per bit is

$$h(0)=\frac{\Gamma_m}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-sz-z^2/2}\,dz .$$

Since $-sz-z^2/2=-(z+s)^2/2+s^2/2$, the integral yields

$$h(0)=\Gamma_m\,e^{s^2/2}.$$

The integrand is a Gaussian centred at $z=-s$, so half of the initial rate comes from bits with $z<-s$, that is, with $E<E_m-\sigma^2/kT$.

As an example take a hot retention test of perpendicular magnetic tunnel junctions at 425 K, with $E_m=1.10$ eV, $\sigma=0.08$ eV and $f_0=10^9\ \mathrm{s^{-1}}$. Then $kT=0.0366$ eV, $E_m/kT=30.0$ and $s=2.18$. A bit with the mean barrier has $\Gamma_m=9.0\times10^{-5}\ \mathrm{s^{-1}}$. The spread multiplies the initial rate by $e^{2.385}\approx10.9$:

$$h(0)=9.8\times10^{-4}\ \mathrm{s^{-1}}.$$

Half of this comes from bits below $1.10-0.175=0.925$ eV, which are 1.45% of the population. A bit at that limit has rate $\Gamma_m e^{s^2}\approx1.1\times10^{-2}\ \mathrm{s^{-1}}$, a mean lifetime of about 94 s. The initial rate thus rests on a small group that soon disappears.

| $t$ (s) | $S$ | $h$ (s$^{-1}$) | mean $E$ of survivors (eV) | rate deviation / mean |
|---|---|---|---|---|
| 0 | 1 | 9.8e-4 | 1.100 | 10.8 |
| 10² | 0.9455 | 4.2e-4 | 1.107 | 2.85 |
| 10³ | 0.770 | 1.5e-4 | 1.127 | 1.88 |
| 10⁴ | 0.433 | 3.7e-5 | 1.164 | 1.37 |
| 10⁵ | 0.134 | 6.7e-6 | 1.217 | 1.08 |
| 10⁶ | 0.019 | 1.0e-6 | 1.279 | 0.90 |

After 100 s only 5.5% of the bits have switched, yet $h$ has lost more than half its value. By $10^5$ s it has fallen by a factor of 147. The survivors' mean barrier has risen by 0.117 eV because low-barrier bits have left; no barrier has grown.

The last column, called $r$, gives the steepness of the fall. From $h'=-r^2h^2$,

$$\frac{d\ln h}{d\ln t}=\frac{t\,h'}{h}=-r^2\,h\,t .$$

This is $-0.34$ at $10^2$ s, $-0.69$ at $10^4$ s and $-0.84$ at $10^6$ s. Over this range the fall steepens on logarithmic axes, and no single power law describes it.

**The control.** In a simulation of 400,000 bits, each kept its own rate throughout. Dividing the switches in a time window by the total time spent unswitched in it gave $8.0\times10^{-4}\ \mathrm{s^{-1}}$ for the first 10 s and $1.5\times10^{-5}\ \mathrm{s^{-1}}$ between $10^4$ and $10^5$ s. An equal number of bits, all with the mean barrier, gave $9.6\times10^{-5}$ and $9.0\times10^{-5}\ \mathrm{s^{-1}}$ in the same windows. The first of these lies 6% above $\Gamma_m$, in line with the counting error of about 5% for the 361 switches expected. Removing the spread, with the mean barrier held fixed, removes the fall.

## 4. Selection weighed against ageing

The curve $S(t)$ alone cannot identify the cause. Identical bits whose common rate changed with time as $h(t)$ would produce the same curve. A second run can separate the two.

Run the test for a time $t$, record which bits switched, reset all of them and run again for $t$. Assume that the reset restores the state and leaves the barrier unchanged. For a bit of given $\Gamma$ the two runs are independent, so it survives both with probability $e^{-2\Gamma t}$. Averaged over the population, this is $S(2t)$. The second-run survival is therefore

$$\text{first-run survivors: }\frac{S(2t)}{S(t)},\qquad
\text{first-run switchers: }\frac{S(t)-S(2t)}{1-S(t)},$$

and $S(t)$ for all bits together. The survivors do better than the whole, because $S(2t)-S(t)^2$ is the variance of $e^{-\Gamma t}$, which is positive for unequal rates.

For $t=10^4$ s these fractions are 0.754, 0.188 and 0.433. The simulated bits gave 0.755, 0.186 and 0.433. Compare three kinds of identical bits with a falling common rate:

- If the reset clears the age, all groups show $S(t)=0.433$.
- If all bits harden permanently with test time, switched or not, each enters the second run at age $t$, and all groups show $S(2t)/S(t)=0.754$.
- If a bit hardens permanently only while unswitched, the groups do differ. But every bit enters the second run older than at first, with a lower rate, so the whole population survives better than $S(t)$.

Fixed unequal rates combine a difference between the groups with an unchanged total, which none of these three alternatives does. Real bits could show both selection and ageing, and the second run would then have to be fitted with both.

## 5. Smaller contributions, and which of them are ageing

The estimates below treat the free layer as a single domain 30 nm wide and 1.5 nm thick, with magnetization 1.0 MA/m, in a square array of 150 nm pitch. A bias field $B$ of one tenth of the anisotropy field $B_K$ favours reversal. With $b=B/B_K$ and $u$ the cosine of the angle between moment and bias field, the energy is

$$E(u)=E_0\,(1-u^2-2bu).$$

It is greatest where $-2u-2b=0$, at $u=-b$, with value $E_0(1+b^2)$. The initial state $u=-1$ has energy $2bE_0$. The barrier is the difference, $E_0(1-b)^2$. Setting it to 1.10 eV gives $E_0=1.10/0.81=1.358$ eV. With magnetic moment $m$, $B_K=2E_0/m=410$ mT and $B=41$ mT.

**Neighbours: real changes in individual rates.** In a perpendicular array, the dipole fields of unswitched neighbours help a bit to reverse. Count them as part of the 41 mT. When all neighbours have switched, their field has changed sign, a change of 0.57 mT against reversal. The barrier rises by about $2E_0(1-b)(0.57/410)\approx0.0034$ eV, and the rate of a bit with the mean barrier is multiplied by 0.91. This acts in the same direction as selection, but it is a factor of 1.1 beside 147.

**Oven temperature: a nearly common factor.** With the barriers held fixed, one kelvin more raises the rate of a mean-barrier bit by 7%, and that of a lower-barrier bit by slightly less. A constant offset changes the rates without making any of them time dependent. A drift during the test does change individual rates, by about this much per kelvin.

**Prefactor: a different rate distribution.** For a single domain without bias, $f_0$ scales as $B_K\sqrt{E/kT}$, hence as $E^{3/2}$ at fixed moment. The same law serves here as an estimate, although the bias field weakens the dependence somewhat. Low-barrier bits then attempt less often, which narrows the spread of rates. With $f_0$ held at $10^9\ \mathrm{s^{-1}}$ for the mean barrier, the fall between 0 and $10^5$ s becomes about 107 instead of 147. If the spread came from the volume at fixed $B_K$, $f_0$ would scale only as about $E^{1/2}$, and the fall would be about 130. This is still pure selection.

**Return switching: an error of observation.** If the bits are read only at the end, one that switched and came back looks like a survivor. The two wells differ in energy by $4bE_0=0.543$ eV. Their thermal widths add a factor $(1+b)/(1-b)$, and detailed balance gives

$$\frac{\Gamma_{\rm back}}{\Gamma}\approx\frac{1.1}{0.9}\,e^{-0.543/0.0366}\approx4\times10^{-7},$$

which is negligible. Without bias the two rates are equal. The probability $q$ of being found in the initial state then obeys $q'=-\Gamma q+\Gamma(1-q)$, with solution $q=(1+e^{-2\Gamma t})/2$. It tends to one half. Averaged over the population, the fraction found in the initial state is $(1+S(2t))/2$, not $S(t)$.

**Limits of the activation picture.** For a damping of 0.01, relaxation within a well takes about a nanosecond, far below the seconds of the test. Tunnelling requires a transverse field or anisotropy, absent from the energy above; even then it would compete only at temperatures of order 0.1 K, far below 425 K. The geometry has no such margin. Take an exchange stiffness $A=10$ pJ/m and $K=E_0/V$, with $V$ the volume of the layer, so that $\sqrt{A/K}=7.0$ nm. The barrier of a straight domain wall falls below the single-domain barrier at about 36 nm, but nonuniform reversal begins earlier. The lowest nonuniform mode of a disk of radius $R$ has wavenumber $1.84/R$, and it destabilizes the uniform saddle when $A\,(1.84/R)^2<K(1-b^2)$, that is, above a width of about 26 nm. The 30 nm bit is already past this onset: with exchange and local anisotropy alone, its barrier is about 4% (0.04 eV) below the single-domain value. The single-domain numbers of this section are therefore estimates, and they worsen for wider bits. The result of Section 2 does not, provided each bit keeps a fixed rate.

## 6. Reading a real retention test

The parameters are assumed for illustration and do not describe a particular device. The bias field and the hot bake bring the switching times into a measurable range. The barrier at 425 K should not be carried over to the temperature of use, since magnetization and anisotropy change with temperature. The assumption most exposed in a real array is the normal distribution, because $h(0)$ depends on its lower tail. Suppose 0.1% of the bits were defective, with a rate of $1\ \mathrm{s^{-1}}$. They would add $0.001\times1=10^{-3}\ \mathrm{s^{-1}}$ to $h(0)$, doubling it, and would be gone long before $10^5$ s. The fall would grow from 147 to about 300. The direction of the effect is robust; its size depends on the tail.

Extrapolation fails in both directions. Since $h(t)\le h(0)$, integration gives $S(t)\ge e^{-h(0)t}$. The initial rate alone predicts that half the bits switch within 706 s, whereas the model needs 6560 s. At $10^4$ s it predicts a surviving fraction of $5\times10^{-5}$ instead of 0.43.

The opposite error hides early failures. The rate at $10^5$ s, applied to the first 100 s of a fresh population, predicts $6.7\times10^{-6}\times100\approx0.07\%$ switched bits; the model gives 5.5%. A low late rate describes the bits that passed the test. It applies to a fresh array only if the weak bits have first been removed from that array as well.

The numerical output below gives the values to more digits.

## Table of computed values

```
bake temperature 425 K, kT = 0.03662 eV
barrier mean 1.10 eV, deviation 0.08 eV
attempt rate f0 = 1.0e+09 1/s
E_mean/kT = 30.035, s = E_dev/kT = 2.184
rate of a bit with the mean barrier = 9.034e-05 1/s
two classes: rates 1e-03 and 1e-05 1/s, half each
  rate per survivor at 0 s = 5.050e-04 1/s
  at 3000 s: fast share of survivors = 0.0488
  at 3000 s: rate per survivor = 5.831e-05 1/s
initial rate per bit h(0) = 9.817e-04 1/s
half of h(0) comes from bits below 0.925 eV
  they are 1.45 % of all bits
t (s) | S | h (1/s) | survivors' mean E (eV) | rate dev/mean
0e+00 | 1.0000 | 9.817e-04 | 1.1000 | 10.82
1e+01 | 0.9918 | 7.428e-04 | 1.1013 | 4.59
1e+02 | 0.9455 | 4.222e-04 | 1.1074 | 2.85
1e+03 | 0.7704 | 1.520e-04 | 1.1266 | 1.88
1e+04 | 0.4329 | 3.658e-05 | 1.1639 | 1.37
1e+05 | 0.1336 | 6.673e-06 | 1.2166 | 1.08
1e+06 | 0.0192 | 1.026e-06 | 1.2793 | 0.90
fall h(0)/h(1e5 s) = 147.1
simulated bits: 400000; switches per bit-second at risk
window (s) | unequal barriers (1/s) | equal barriers (1/s)
0e+00 to 1e+01 | 8.036e-04 | 9.555e-05
1e+01 to 1e+02 | 5.257e-04 | 9.029e-05
1e+02 to 1e+03 | 2.312e-04 | 8.968e-05
1e+03 to 1e+04 | 6.843e-05 | 9.064e-05
1e+04 to 1e+05 | 1.531e-05 | 9.029e-05
second run of 1e+04 s, surviving fraction:
  all bits: formula 0.4329, simulated 0.4326
  first-run survivors: formula 0.7544, simulated 0.7552
  first-run switchers: formula 0.1875, simulated 0.1863
  identical, permanently hardening bits: 0.7544 in all
half of the bits switched: true 6.561e+03 s, from h(0) 7.061e+02 s
S(1e4 s) from h(0) alone = 5.45e-05
layer: width 30 nm, thickness 1.5 nm, pitch 150 nm
magnetization 1.0 MA/m, exchange 10 pJ/m, damping 0.01
zero-field barrier 1.358 eV, anisotropy field 410 mT, bias 41 mT
return rate / forward rate = 4.4e-07
all neighbours switched: field change 0.57 mT, rate x 0.912
oven 1 K hotter: rate x 1.073
prefactor growing as E^1.5: h(0)/h(1e5 s) = 106.8
relaxation time in a well = 1.38 ns
tunnelling crossover temperature about 0.09 K
domain-wall reversal competes above 36 nm width
```
